# Absorption by two-dimensional excitons: line weights and continuum enhancement: verification in Python

```python
"""Optical absorption of an ideal two-dimensional exciton.

Result under test, in exciton units (length eps/mu, energy mu/eps^2):
  lines      E_n = -1/(2 nu^2), |psi_n(0)|^2 = 1/(pi nu^3), nu = n - 1/2
  continuum  enhancement S(k) = exp(pi/k)/cosh(pi/k), E = k^2/2
The spectral density is A(E) = sum |psi(0)|^2 delta(E - E_state).
Without attraction A is the step 1/(2 pi); S multiplies that step.
mu is the reduced mass in electron masses, eps the dielectric constant.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import j0, zeta


def enhancement(k):
    # Same function as exp(pi/k)/cosh(pi/k), written to avoid overflow.
    return 2.0 / (1.0 + np.exp(-2.0 * np.pi / k))


def disc_states(mass, eps, radius, size):
    """Diagonalize the zero-angular-momentum problem in a finite disc."""
    x, weight = legendre.leggauss(size + 2)
    r = radius * (x + 1.0) / 2.0
    dr = weight * radius / 2.0
    basis = legendre.legvander(x, size - 1)
    slope_coefficients = legendre.legder(np.eye(size))
    slope = legendre.legvander(x, size - 2) @ slope_coefficients
    slope *= 2.0 / radius
    overlap = basis.T @ ((r * dr)[:, None] * basis)
    kinetic = slope.T @ ((r * dr)[:, None] * slope) / (2.0 * mass)
    attraction = basis.T @ (dr[:, None] * basis) / eps
    energies, vectors = eigh(kinetic - attraction, overlap)
    values_at_origin = (-1.0) ** np.arange(size) @ vectors
    return energies, values_at_origin**2 / (2.0 * np.pi)


def integrated_enhancement(k, r_end):
    """Get S from the outer amplitude of the solution with u(0) = 1."""
    r_start = 0.1
    coefficients = [1.0, -2.0]
    for j in range(1, 40):
        new = -(2.0 * coefficients[j] + k**2 * coefficients[j - 1])
        coefficients.append(new / (j + 1) ** 2)
    series = np.polynomial.Polynomial(coefficients)

    def radial(r, y):
        return [y[1], -y[1] / r - (k**2 + 2.0 / r) * y[0]]

    solution = solve_ivp(radial, (r_start, r_end),
                         [series(r_start), series.deriv()(r_start)],
                         method="DOP853", rtol=1e-10, atol=1e-12)
    assert solution.success
    u, du = solution.y[:, -1]
    r = r_end
    chi = np.sqrt(r) * u
    dchi = np.sqrt(r) * du + u / (2.0 * np.sqrt(r))
    q = np.sqrt(k**2 + 2.0 / r + 0.25 / r**2)
    dq = (-2.0 / r**2 - 0.5 / r**3) / (2.0 * q)
    amplitude2 = q * chi**2 + (dchi + dq * chi / (2.0 * q)) ** 2 / q
    # The free solution J0(kr) has the value 2/pi for this amplitude.
    return (2.0 / np.pi) / amplitude2


# Bound lines in physical scaling: diagonalization against formulas.
electron_mass, hole_mass, eps, gap = 0.10, 0.40, 10.0, 1.5
mu = electron_mass * hole_mass / (electron_mass + hole_mass)
n = np.arange(1, 5)
nu = n - 0.5
box_energy, box_density = disc_states(mu, eps, 120.0 * eps / mu, 200)
line_energy = -mu / eps**2 / (2.0 * nu**2)
line_density = (mu / eps) ** 2 / (np.pi * nu**3)
assert np.allclose(box_energy[:4], line_energy, rtol=1e-6, atol=0)
assert np.allclose(box_density[:4], line_density, rtol=1e-5, atol=0)

# Whole spectrum: Laplace-weighted sum over disc states against formula.
# The weight suppresses high energies and makes the disc edge invisible.
disc_energy, disc_density = disc_states(1.0, 1.0, 20.0, 200)
many = np.arange(1, 20001) - 0.5
laplace_rows = []
for beta in (0.25, 1.0):
    from_disc = np.sum(disc_density * np.exp(-beta * disc_energy))
    lines = np.sum(np.exp(beta / (2.0 * many**2)) / many**3)
    lines = (lines + 0.5 / len(many) ** 2) / np.pi
    continuum = quad(
        lambda k: k * enhancement(k) * np.exp(-beta * k**2 / 2.0),
        0.0, 12.0 / np.sqrt(beta), epsabs=1e-11, limit=200)[0]
    continuum /= 2.0 * np.pi
    assert abs(from_disc / (lines + continuum) - 1.0) < 1e-6
    laplace_rows.append((beta, from_disc, lines, continuum))

# Continuum enhancement from outward integration.
# Tolerance covers the neglected next order of the outer amplitude.
integration_rows = []
for k in (0.3, 1.0, 2.0, 6.0):
    numerical = integrated_enhancement(k, 1000.0 if k <= 1 else 200.0)
    formula = np.exp(np.pi / k) / np.cosh(np.pi / k)
    assert abs(numerical - formula) < 1e-4
    integration_rows.append((k, numerical, formula))
edge_value = integrated_enhancement(0.0, 1000.0)
assert abs(edge_value - 2.0) < 1e-4
fast_value = integrated_enhancement(30.0, 50.0)
assert abs(fast_value - (1.0 + np.pi / 30.0)) < 6e-4

# The zero-energy solution is J0(sqrt(8r)): residual by differences.
r_test, h = 3.0, 1e-3
u_minus, u_zero, u_plus = j0(np.sqrt(8.0 * (r_test + h * np.arange(-1, 2))))
residual = ((u_plus - 2 * u_zero + u_minus) / h**2
            + (u_plus - u_minus) / (2 * h * r_test) + 2 * u_zero / r_test)
assert abs(residual) < 1e-5

# Optical sum over pair momenta for the first exciton, exciton units.
psi0 = np.sqrt(8.0 / np.pi)


def pair_amplitude(q):
    return 4.0 * np.pi * psi0 / (4.0 + q**2) ** 1.5


for q in (0.7, 3.0):
    transform = quad(lambda r: 2 * np.pi * r * j0(q * r) * psi0
                     * np.exp(-2 * r), 0, 25, limit=200)[0]
    assert abs(transform - pair_amplitude(q)) < 1e-7
momentum_sum = quad(lambda q: q * pair_amplitude(q) / (2 * np.pi),
                    0, np.inf)[0]
assert abs(momentum_sum**2 / disc_density[0] - 1.0) < 1e-5

# Total line weight and the joining of lines to the continuum.
total_weight = np.sum(many**-3.0) + 0.5 / len(many) ** 2
assert abs(total_weight - 7.0 * zeta(3)) < 1e-9
joining_rows = []
for level in (2, 5, 20):
    v = level - 0.5
    cell = 0.5 / (v - 0.5) ** 2 - 0.5 / (v + 0.5) ** 2
    ratio = (2.0 / v**3) / cell
    assert abs(ratio - 2.0 * (1.0 - 0.25 / v**2) ** 2) < 1e-10
    joining_rows.append((level, ratio))

# Worked example in eV and angstrom.
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
energy_unit = hartree * mu / eps**2
length_unit = bohr * eps / mu
widths = line_density / (mu / (2.0 * np.pi)) * hartree
box_widths = box_density[:4] / (mu / (2.0 * np.pi)) * hartree
assert np.allclose(box_widths, 2 * energy_unit / nu**3, rtol=1e-5, atol=0)

print(f"electron mass = {electron_mass:.2f} electron masses")
print(f"hole mass = {hole_mass:.2f} electron masses")
print(f"reduced mass = {mu:.3f} electron masses")
print(f"dielectric constant = {eps:.1f} (dimensionless)")
print(f"band gap = {gap:.3f} eV")
print(f"exciton energy unit = {energy_unit:.6f} eV")
print(f"exciton length unit = {length_unit:.3f} angstrom")
print(f"first binding energy = {-line_energy[0]:.6f} hartree")
for i in range(4):
    binding = -line_energy[i] * hartree
    print(f"n={n[i]}: binding = {binding:.6f} eV")
    print(f"n={n[i]}: photon energy = {gap - binding:.6f} eV")
    print(f"n={n[i]}: equivalent free-step width = {widths[i]:.6f} eV")
    print(f"n={n[i]}: weight relative to n=1 = {(nu[0]/nu[i])**3:.6f}")
print(f"first contact density = {line_density[0]/bohr**2:.4e} angstrom^-2")
print(f"sum of (n-1/2)^-3 = {total_weight:.6f} (dimensionless)")
print(f"first-line share of line weight = {800/total_weight:.3f} percent")
for level, ratio in joining_rows:
    print(f"n={level}: line area / free-step cell area = {ratio:.5f}")
for excess in (0.002, 0.005, 0.020, 0.100, 0.500):
    k = np.sqrt(2.0 * excess / energy_unit)
    print(f"{excess:.3f} eV above gap: k = {k:.4f} exciton units, "
          f"S = {enhancement(k):.6f}")
print(f"S at zero energy, integrated = {edge_value:.6f}")
for k, numerical, formula in integration_rows:
    print(f"k={k:.1f} exciton units: S integrated = {numerical:.6f}, "
          f"formula = {formula:.6f}")
print(f"k=30 exciton units: S integrated = {fast_value:.6f}, "
      f"1+pi/k = {1+np.pi/30:.6f}")
for beta, from_disc, lines, continuum in laplace_rows:
    print(f"Laplace beta={beta:.2f}, exciton units: disc = {from_disc:.7f}, "
          f"lines = {lines:.7f}, continuum = {continuum:.7f}")
print("all assertions hold")
```

Output:

```
electron mass = 0.10 electron masses
hole mass = 0.40 electron masses
reduced mass = 0.080 electron masses
dielectric constant = 10.0 (dimensionless)
band gap = 1.500 eV
exciton energy unit = 0.021769 eV
exciton length unit = 66.147 angstrom
first binding energy = 0.001600 hartree
n=1: binding = 0.043538 eV
n=1: photon energy = 1.456462 eV
n=1: equivalent free-step width = 0.348306 eV
n=1: weight relative to n=1 = 1.000000
n=2: binding = 0.004838 eV
n=2: photon energy = 1.495162 eV
n=2: equivalent free-step width = 0.012900 eV
n=2: weight relative to n=1 = 0.037037
n=3: binding = 0.001742 eV
n=3: photon energy = 1.498258 eV
n=3: equivalent free-step width = 0.002786 eV
n=3: weight relative to n=1 = 0.008000
n=4: binding = 0.000889 eV
n=4: photon energy = 1.499111 eV
n=4: equivalent free-step width = 0.001015 eV
n=4: weight relative to n=1 = 0.002915
first contact density = 5.8199e-04 angstrom^-2
sum of (n-1/2)^-3 = 8.414398 (dimensionless)
first-line share of line weight = 95.075 percent
n=2: line area / free-step cell area = 1.58025
n=5: line area / free-step cell area = 1.95092
n=20: line area / free-step cell area = 1.99737
0.002 eV above gap: k = 0.4287 exciton units, S = 1.999999
0.005 eV above gap: k = 0.6778 exciton units, S = 1.999812
0.020 eV above gap: k = 1.3555 exciton units, S = 1.980779
0.100 eV above gap: k = 3.0311 exciton units, S = 1.776489
0.500 eV above gap: k = 6.7777 exciton units, S = 1.432950
S at zero energy, integrated = 1.999981
k=0.3 exciton units: S integrated = 2.000000, formula = 2.000000
k=1.0 exciton units: S integrated = 1.996272, formula = 1.996272
k=2.0 exciton units: S integrated = 1.917152, formula = 1.917152
k=6.0 exciton units: S integrated = 1.480473, formula = 1.480473
k=30 exciton units: S integrated = 1.104339, 1+pi/k = 1.104720
Laplace beta=0.25, exciton units: disc = 5.5065865, lines = 4.3362540, continuum = 1.1703325
Laplace beta=1.00, exciton units: disc = 19.2866883, lines = 18.9736092, continuum = 0.3130791
all assertions hold
```
